Unit Selectivity and Its Temperature Derivative for Arrhenius Nitride and Oxide Etching, part 2

A nitride film and an oxide film are etched in the same bath. The problem is to find the temperature T* at which they lose thickness at equal rates, and how the ratio of the rates changes with temperature. The rates are instantaneous and follow the Arrhenius laws

r_N = A_N exp[−E_N/(kT)]

r_O = A_O exp[−E_O/(kT)]

Here T is the absolute temperature, k = 8.617 × 10⁻⁵ eV/K is the Boltzmann constant, E_N and E_O are activation energies, and A_N and A_O are positive prefactors. Energies are in electronvolts, temperatures in kelvin and rates in nanometres per minute. Both films are at the same temperature, and bath composition, stirring and film quality are held fixed while it is changed.

The selectivity is S = r_N/r_O, and S₀ is its value at a reference temperature T₀. With

ΔE = E_N − E_O

L = ln(A_N/A_O)

and parameters that do not depend on temperature, the first part found

ln S = L − ΔE/(kT)

T* = ΔE/(kL)

d(ln S)/dT = ΔE/(kT²)

d(ln S)/d(ln T) = ΔE/(kT)

1/T* = 1/T₀ + k ln S₀/ΔE

A crossing exists if ΔE and L are nonzero and have the same sign. Plotted against 1/T, ln S is a straight line with slope −ΔE/k.

The main case uses round model parameters, not data for a named bath. At 350 K the nitride etches at 2.00 nm/min and the oxide at 1.00 nm/min, with activation energies of 0.80 eV and 0.50 eV. Hence ΔE = 0.30 eV, S₀ = 2, L = 10.640 and T* = 327.2 K, where both films etch at 0.315 nm/min. The linear estimates of S at 345 K and 355 K in the numerical output come from the tangent to S at 350 K.

## Part 2. Measured selectivities, distant crossings and changing mechanisms

The symbols are those of the first part. The nitride and oxide rates r_N and r_O have activation energies E_N and E_O and prefactors A_N and A_O. The selectivity is S = r_N/r_O, with ΔE = E_N − E_O and L = ln(A_N/A_O). For parameters that do not depend on temperature,

ln S = L − ΔE/(kT)

T* = ΔE/(kL)

d(ln S)/dT = ΔE/(kT²)

The crossing at T* exists if ΔE and L are nonzero and have the same sign. If S₀ is known at T₀, then 1/T* = 1/T₀ + k ln S₀/ΔE.

Suppose now that ΔE is unknown, but that the selectivity has been measured at two temperatures. Let x = 1/T and y = ln S, with measured points (x₁, y₁) and (x₂, y₂), and let D = y₂ − y₁. The model is a straight line in these variables, so its slope is

D/(x₂ − x₁) = −ΔE/k

which gives ΔE at once. The line through the first point reaches zero at x* = 1/T* if

y₁ + (x* − x₁) D/(x₂ − x₁) = 0

Solving for x* and using the common denominator D,

x* = x₁ − y₁(x₂ − x₁)/D = (x₁D − x₂y₁ + x₁y₁)/D

Inserting D = y₂ − y₁ in the numerator cancels the two terms in x₁y₁:

x* = (x₁y₂ − x₂y₁)/D

Neither rate has to be known in absolute terms. The ratio of the two depths removed in the same time is enough, provided that the temperature and both rates are constant during each measurement and that both films begin to etch at once.

The formula also shows how errors travel. Differentiate x* with respect to y₁, noting that D changes by −1 per unit of y₁:

∂x*/∂y₁ = [−x₂D + (x₁y₂ − x₂y₁)]/D²

Writing out −x₂D = −x₂y₂ + x₂y₁ cancels the terms in x₂y₁ and leaves

∂x*/∂y₁ = y₂(x₁ − x₂)/D²

For y₂ the denominator changes by +1 per unit, so

∂x*/∂y₂ = [x₁D − (x₁y₂ − x₂y₁)]/D² = y₁(x₂ − x₁)/D²

Since T* = 1/x*, a small change of x* changes T* by −T*² times as much. The two coefficients are therefore

∂T*/∂y₁ = T*² y₂(x₂ − x₁)/D²

∂T*/∂y₂ = T*² y₁(x₁ − x₂)/D²

Their meaning is clearer once the measured logarithms are written through the line itself, y_i = −(ΔE/k)(x_i − x*), with D = −(ΔE/k)(x₂ − x₁). Substitution gives

∂x*/∂y₁ = (k/ΔE)(x₂ − x*)/(x₂ − x₁)

∂x*/∂y₂ = (k/ΔE)(x* − x₁)/(x₂ − x₁)

The two fractions add up to one. If the crossing lies between the measured points, both fractions lie between zero and one, and neither error is magnified beyond the factor k/|ΔE|. If the crossing lies outside, one fraction exceeds one and the other is negative. This is the cost of extrapolation, and it grows with the distance of x* from the measured interval.

Take the main case of the first part, with ΔE = 0.30 eV and T* = 327.2 K, and suppose that selectivities are measured at 340 K and 360 K. They are S₁ = 1.493 and S₂ = 2.636, with logarithms 0.4006 and 0.9694, so D = 0.5688. The inverse temperatures differ by

x₂ − x₁ = 1/360 − 1/340 = −1.634 × 10⁻⁴ K⁻¹

The two points return T* = 327.2 K, as they must for data without error. The coefficients are

∂T*/∂y₁ = 327.2² × 0.9694 × (−1.634 × 10⁻⁴)/0.5688² = −52.4 K

∂T*/∂y₂ = 327.2² × 0.4006 × (1.634 × 10⁻⁴)/0.5688² = 21.7 K

Each is the shift per unit change of ln S. If both selectivities are too high by the same factor, the coefficients, −52.41 K and 21.66 K with one more digit, add to −30.75 K, which is −kT*²/ΔE, as the sum of the fractions requires. If the errors are independent and each has a standard deviation of 0.05 in ln S, the squares add, and the resulting standard deviation of T* is

0.05 × √(52.4² + 21.7²) = 2.8 K

to first order in the errors.

Now let S₁ alone be 5 percent too high. Its logarithm is then too high by ε = ln 1.05 = 0.0488, and the linear estimate of the shift is −52.4 × 0.0488 = −2.56 K. Repeating the two-point calculation with the wrong value gives T* = 324.4 K, a shift of −2.77 K. The excess has a simple origin. With y₁ replaced by y₁ + ε, D becomes D − ε, and x* changes by

−(x₂ − x₁)[(y₁ + ε)/(D − ε) − y₁/D]

Over a common denominator, the numerator in the bracket is D(y₁ + ε) − y₁(D − ε) = ε(D + y₁) = εy₂. The change is thus

−(x₂ − x₁) ε y₂/[D(D − ε)]

which is the linear result times D/(D − ε) = 1.094. The error raises the cold selectivity and so reduces the apparent slope, which sends the extrapolated line further before it reaches zero. Converting x* to T* over a finite interval reduces the shift slightly, by the factor 324.4/327.2. Together the two factors turn −2.56 K into −2.77 K.

A crossing can also lie so far away that it loses its practical meaning. Suppose that the nitride is the faster film at T₀, so that S₀ > 1, but has the lower activation energy. Write g = E_O − E_N = −ΔE > 0. Heating now reduces the selectivity, and the crossing formula reads

1/T* = 1/T₀ − k ln S₀/g

The right side is positive only if g exceeds the threshold

g_c = kT₀ ln S₀

Multiplying the formula by T₀ and using this definition gives T₀/T* = 1 − g_c/g, hence

T* = T₀ g/(g − g_c)

Below the threshold, S falls on heating but levels off above one, since L is then positive while ΔE is negative. At the threshold itself L = 0, and S approaches one in the limit of infinite temperature. Just above it, a formal crossing exists at an enormous temperature.

For round model values, let the rates at 430 K be 4.00 nm/min for nitride and 0.10 nm/min for oxide, with activation energies of 0.90 eV and 1.20 eV. The selectivity is 40 and g is 0.30 eV. The threshold is

g_c = 8.617 × 10⁻⁵ × 430 × ln 40 = 0.137 eV

so a formal crossing exists, at

T* = 430 × 0.30/(0.30 − 0.1367) = 790 K

This is about 517 °C, some 360 K above the reference. The equation says where two extrapolated lines meet. It does not say that the bath exists there, or that the mechanism behind the lines does.

The number is also fragile. With g = 0.25 eV instead of 0.30 eV, and the same selectivity at 430 K, the formal crossing moves to 949 K. The derivative of T* with respect to g follows from the quotient rule:

dT*/dg = T₀[(g − g_c) − g]/(g − g_c)² = −T₀g_c/(g − g_c)²

At g = 0.30 eV this is about −2200 K/eV, so a reduction of 0.05 eV would raise T* by about 110 K to first order. The full change is 159 K, because the denominator shrinks as g approaches the threshold. A modest uncertainty in the difference of two activation energies can thus move a distant crossing by more than a hundred kelvin.

The local derivative is on firmer ground. At 430 K,

d(ln S)/dT = −0.30/(8.617 × 10⁻⁵ × 430²) = −0.0188 K⁻¹

A temperature rise of one kelvin costs about 1.9 percent of the selectivity. This statement concerns the neighbourhood of the reference temperature and needs no extrapolation. It does depend on ΔE, to which it is proportional.

The remaining question is what happens if a rate does not follow a single Arrhenius law. For any smooth positive rate, define an apparent activation energy by

E_app = kT² d(ln r)/dT

For a single Arrhenius law this returns E. Since ln S = ln r_N − ln r_O, the derivative of the selectivity is in general

d(ln S)/dT = (E_app,N − E_app,O)/(kT²)

The derivative formula thus survives locally, with apparent energies in place of constants. The formula for T* does not, because it relied on a straight line all the way to the crossing.

A nitride rate limited by both reaction and supply shows the difference. Let the etching species have concentration c_b in the bath and c_s at the surface. Suppose that the reaction is of first order in c_s, and that the supply is proportional to c_b − c_s. Let r_r be the rate that the reaction would give with c_s = c_b, and r_t the rate that transport would give with c_s = 0. In a steady state both expressions equal the actual rate:

r_N = r_r c_s/c_b

r_N = r_t(1 − c_s/c_b)

The first gives c_s/c_b = r_N/r_r. Inserting this in the second and dividing by r_t r_N gives

1/r_N = 1/r_r + 1/r_t

The reaction and the transport act as resistances in series. Let each follow an Arrhenius law, with energies E_r and E_t, and let the oxide, assumed to be etched by another species in ample supply, keep its single law with energy E_O. Differentiating the sum of inverse rates and multiplying by −r_N gives

d(ln r_N)/dT = (r_N/r_r) d(ln r_r)/dT + (r_N/r_t) d(ln r_t)/dT

Since r_N = r_r r_t/(r_r + r_t), the first weight is w = r_t/(r_r + r_t) and the second is 1 − w. Multiplication by kT² yields

E_app,N = wE_r + (1 − w)E_t

When the reaction is the slow step, w is close to one and the apparent energy is close to E_r. When transport is the slow step, it is close to E_t.

Let E_t < E_O < E_r. On heating, r_r grows faster than r_t, so w falls and E_app,N falls with it. While it exceeds E_O the selectivity rises, and once it is below E_O the selectivity drops. The turning point satisfies wE_r + (1 − w)E_t = E_O, hence

w = (E_O − E_t)/(E_r − E_t)

1 − w = (E_r − E_O)/(E_r − E_t)

and, because r_r/r_t = (1 − w)/w,

r_r/r_t = (E_r − E_O)/(E_O − E_t)

It is a maximum of S, provided that this ratio is reached at a finite temperature.

The number of crossings follows from the inverse selectivity,

1/S = r_O/r_r + r_O/r_t

As a function of x = 1/T, the first term is a growing exponential and the second a decaying one. Both are convex, so their sum is convex and can equal one at no more than two points. Two crossings therefore replace the single one if 1/S dips below one at some temperature and exceeds one in both the cold and the hot limit.

Add to the main case a transport limit of 8.00 nm/min for the nitride at 350 K, with an energy of 0.15 eV. So low a limit is a model choice that stands for a very dilute etching species; a concentrated bath would normally supply far more. At 350 K the weight is w = 8/(2 + 8) = 0.8, so

E_app,N = 0.8 × 0.80 + 0.2 × 0.15 = 0.67 eV

and the nitride rate is 2 × 8/(2 + 8) = 1.6 nm/min. With the oxide at 1.00 nm/min, S = 1.6. The turning point requires r_r/r_t = 0.30/0.35 = 0.857. At 350 K this ratio is 2/8 = 0.25, and it grows with the energy difference 0.65 eV. The temperature of the maximum, T_m, therefore satisfies

1/T_m = 1/350 − k ln(0.857/0.25)/0.65 = 0.002694 K⁻¹

so T_m = 371 K, where S = 1.90. A numerical maximization of S tests this temperature. Heating beyond it no longer helps the nitride, although its reaction step still has the higher barrier.

The root search finds unit selectivity at 329.1 K and at 422.2 K. The lower crossing lies 1.9 K above the value without a transport limit. At 327.2 K the reaction alone would just match the oxide, and the added resistance leaves the nitride slightly behind, so a little more heat is needed. The upper crossing has no counterpart in the single-law model. If transport alone controlled the nitride there, equality with the oxide would require

1/T = 1/350 − k ln 8/0.35 = 0.002345 K⁻¹

or 426 K. The reaction resistance that remains lowers the nitride rate and brings the crossing down to 422 K. This is about 149 °C. A dilute aqueous bath at ordinary pressure would boil before reaching it, so for such a bath the upper crossing is a property of the model and not a working point.

This upper crossing rests on the assumption that supply limits the nitride more tightly than the oxide. If the same limit r_t also held for the oxide, 1/r_t would be added to both inverse rates and would cancel from the condition of equal rates. Only the crossing at 327.2 K would then remain. This requires equal limits in thickness per time. Two films supplied by the same species generally have different limits, because they consume different amounts of it per unit thickness, and the cancellation is then incomplete. With an oxide limit a r_t, equal rates require 1/r_O − 1/r_r = (1 − 1/a)/r_t. For a > 1 the selectivity tends to 1/a, which is below one, once transport controls both films, so in this model the upper crossing survives and moves to a higher temperature, about 457 K for a = 2. For a ≤ 1 it is absent.

Using the data at 350 K as if they belonged to a single Arrhenius law would give, with S₀ = 1.6 and an energy difference of 0.67 − 0.50 = 0.17 eV,

1/T* = 1/350 + k ln 1.6/0.17 = 0.003095 K⁻¹

This is 323 K, about 6 K below the true lower crossing of this model, and the upper crossing is missed altogether. The estimate is too low because the apparent energy of the nitride rises on cooling. The selectivity then falls faster than the straight line assumes, and it reaches one sooner. Measurements on both sides of a suspected crossing avoid this extrapolation, but they must lie close to it: in this model a straight line through the values at 320 K and 340 K gives 329.6 K, while one through 300 K and 370 K gives about 339 K. Several points are therefore better than two, and a curved plot of ln S against 1/T shows that the difference of apparent energies is changing. The computed values for all three cases are collected in the numerical output.

Values computed for the example and the checks

```
Boltzmann constant: 8.617333e-05 eV/K
MAIN CASE
reference temperature: 350.0 K
nitride, oxide rates there: 2.00, 1.00 nm/min
nitride, oxide activation energies: 0.80, 0.50 eV
energy difference dE: 0.30 eV; dE/k: 3481.36 K
log prefactor ratio L: 10.6399 (dimensionless)
unit-selectivity temperature T*: 327.20 K
T* converted: 54.05 deg C
T* by root search on the rates: 327.20 K
nitride rate at T*: 0.3150 nm/min
oxide rate at T*: 0.3150 nm/min
d ln S/dT at T*: 0.03252 1/K
d ln S/dT at reference: 0.02842 1/K
same by finite difference: 0.02842 1/K
d ln S/d ln T at reference: 9.9467 (dimensionless)
S at 345, 350, 355 K: 1.7315, 2.0000, 2.3008
linear estimates of S at 345, 355 K: 1.7158, 2.2842
TWO-POINT DETERMINATION
S at 340 and 360 K: 1.4927, 2.6365
ln S at these temperatures: 0.4006, 0.9694
T* from the two values: 327.20 K
dT*/d ln S1, dT*/d ln S2: -52.41, 21.66 K
T* if S1 is 5 percent too high: 324.43 K
shift, exact and linear: -2.77, -2.56 K
REMOTE CASE
reference temperature: 430.0 K; selectivity: 40.0
nitride, oxide rates there: 4.00, 0.10 nm/min
nitride, oxide activation energies: 0.90, 1.20 eV
d ln S/dT at reference: -0.01883 1/K
formal T* for dE = -0.30 eV: 789.9 K
formal T* for dE = -0.25 eV: 948.7 K
smallest |dE| giving a crossing (limit): 0.1367 eV
SERIES CASE
transport rate at 350 K: 8.00 nm/min; energy: 0.15 eV
apparent nitride energy at 350 K: 0.6700 eV
S at 350 K: 1.6000
two unit crossings: 329.11, 422.17 K
reaction/transport rate ratio at maximum: 0.8571
temperature of maximum S: 371.22 K
maximum S: 1.9018
```
